Intrinsic diffusivities from Darken interdiffusivity and marker motion

**Question**

I am stuck on a diffusion exercise. In a binary alloy A-B, at the plane where the atomic fraction of A is 0.25, the interdiffusivity is 4 units, and the intrinsic diffusivity of A exceeds that of B by 2 units. I have to find the two intrinsic diffusivities.

I took the interdiffusivity to be an average in which each species counts in proportion to its amount:

0.25 D_A + 0.75 D_B = 4, D_A − D_B = 2.

This gives D_B = 3.5 and D_A = 5.5. A classmate interchanges the weights and gets something else. Both versions look like reasonable averages, so which is right, and why? I would also like to know how anyone measures the difference of 2, and whether the answer survives if the two kinds of atom differ in size.

**Answer**

Your classmate has the right weights. The reason is that the two kinds of diffusivity refer to fluxes counted in different frames, and the change of frame fixes the weights.

**The two frames**

Let diffusion run along y in a single-phase substitutional alloy. Let c_A and c_B be the numbers of atoms per volume, c = c_A + c_B, and x_i = c_i/c. Suppose first that both kinds of atom occupy the same constant volume, so that c is constant. Suppose also that vacancies stay at their equilibrium concentration, which is far too small to affect c, that no pores form, and that the cross-section of the specimen does not change.

The intrinsic diffusivities describe fluxes across a plane fixed to the local crystal lattice, for example one marked by inert wires:

J_A = −D_A ∂c_A/∂y, J_B = −D_B ∂c_B/∂y.

One gradient suffices in each law because the alloy has one independent composition variable when vacancies are in equilibrium. Since c is constant,

∂c_A/∂y = c ∂x_A/∂y, ∂c_B/∂y = −c ∂x_A/∂y.

If D_A and D_B differ, the two lattice-frame fluxes do not cancel. More atoms leave one side of the marked plane than arrive from the other, and a net flux of vacancies makes up the difference. Lattice sites must then be removed on one side and created on the other, which dislocations can do by climbing. As a result the lattice inside the diffusion zone moves relative to the ends of the specimen. Call its velocity v.

The interdiffusivity D̃ describes fluxes across a plane at a fixed distance from an unaffected end of the specimen. In that laboratory frame the lattice motion carries both species along, so

J_A(lab) = J_A + c_A v, J_B(lab) = J_B + c_B v.

**The lattice velocity**

Consider the material between the fixed left end and a fixed laboratory plane. Its volume is constant and so is the number of atoms per volume, hence the number of atoms in it cannot change. The total laboratory flux through the plane is therefore zero:

J_A + J_B + (c_A + c_B) v = 0.

Solving for v and inserting the flux laws gives

v = −(J_A + J_B)/c
 = (1/c)(D_A ∂c_A/∂y + D_B ∂c_B/∂y)
 = (D_A − D_B) ∂x_A/∂y.

The sign says that if A is the faster species, the lattice moves up the gradient of x_A, towards the A-rich side. That side loses more atoms than it gains, so it shrinks. This is the Kirkendall effect, and it is what makes D_A − D_B measurable.

**The weights**

Now insert v into the laboratory flux of A, using c_A = c x_A:

J_A(lab) = −c D_A ∂x_A/∂y + c x_A (D_A − D_B) ∂x_A/∂y
 = −c [D_A − x_A D_A + x_A D_B] ∂x_A/∂y
 = −c [(1 − x_A) D_A + x_A D_B] ∂x_A/∂y.

The bracket is by definition the interdiffusivity. With 1 − x_A = x_B,

D̃ = x_B D_A + x_A D_B.

Each diffusivity carries the fraction of the other species. The flux of B must give the same coefficient. Using ∂x_A/∂y = −∂x_B/∂y,

J_B(lab) = −c D_B ∂x_B/∂y − c x_B (D_A − D_B) ∂x_B/∂y
 = −c [(1 − x_B) D_B + x_B D_A] ∂x_B/∂y,

and 1 − x_B = x_A, so the bracket is again D̃.

The dilute limit shows why the weights are crossed. When x_A tends to zero, the lattice drift carries hardly any A atoms, because there are hardly any to carry. The laboratory flux of A is then its own lattice-frame flux, and D̃ tends to D_A. Your average would tend to D_B instead, so a trace of A would spread at a rate set by its host's mobility.

**Solving the exercise**

Write Δ = D_A − D_B and substitute D_A = D_B + Δ:

D̃ = x_B (D_B + Δ) + x_A D_B = (x_A + x_B) D_B + x_B Δ = D_B + x_B Δ.

Therefore

D_B = D̃ − x_B Δ,
D_A = D_B + Δ = D̃ + (1 − x_B) Δ = D̃ + x_A Δ.

With x_A = 0.25, x_B = 0.75, D̃ = 4 and Δ = 2,

D_B = 4 − 0.75 × 2 = 2.5 units,
D_A = 4 + 0.25 × 2 = 4.5 units.

Substituting back, 0.75 × 4.5 + 0.25 × 2.5 = 3.375 + 0.625 = 4. The solution is unique, because the steps above fix D_B and then D_A without a choice.

Your pair has the correct difference, but its interdiffusivity is

0.75 × 5.5 + 0.25 × 3.5 = 4.125 + 0.875 = 5 units,

not 4. In general the correct expression minus yours is

(x_B D_A + x_A D_B) − (x_A D_A + x_B D_B) = (x_B − x_A)(D_A − D_B),

which is 0.5 × 2 = 1 for the same pair of diffusivities. The two expressions agree at x_A = 0.5 or when D_A = D_B, so neither of those cases could have told you which was right.

The formulas also offer a check on the data. If both intrinsic diffusivities are to be positive and A is the faster species, then D̃ must exceed x_B Δ. Here that means Δ < 4/0.75 ≈ 5.3 units. A larger measured difference would make D_B negative. That is a reason to recheck the inputs, but not proof of an error, because coupling between the two atomic fluxes can make the intrinsic diffusivity of the slower species negative in some alloys.

**How the two inputs are obtained**

Take A to be zinc and B copper, with one unit equal to 10⁻⁹ cm²/s. The answer is then D_Zn = 4.5 × 10⁻⁹ cm²/s (0.45 µm²/s) and D_Cu = 2.5 × 10⁻⁹ cm²/s (0.25 µm²/s).

Join brass with zinc fraction 0.30, on the left, to pure copper, on the right, and anneal for 24 h. The composition profile gives D̃. In the laboratory frame, conservation of zinc reads

∂x_A/∂t = ∂/∂y (D̃ ∂x_A/∂y).

For a sharp initial step at y = 0 and ends that are still unaffected, x_A depends on y and t through η = y/√t alone. Then ∂x_A/∂t = −(η/2t) dx_A/dη, and each y-derivative contributes a factor 1/√t, so

−(η/2) dx_A/dη = d/dη (D̃ dx_A/dη).

Integrate from the copper end, where x_A and its gradient vanish, to the plane where x_A = x*:

−(1/2) ∫₀^{x*} η dx_A = D̃(x*) dx_A/dη.

Returning to y gives the Boltzmann-Matano formula,

D̃(x*) = −(1/2t) (dy/dx_A) ∫₀^{x*} y dx_A,

with the slope dy/dx_A taken at x*. The markers give the other input:

Δ = v / (∂x_A/∂y).

I calculated such a couple numerically. The specimen was divided into cells bounded by lattice markers, initially 5 µm wide. Atoms crossed the markers according to the two intrinsic flux laws, in explicit time steps of 5 s, and each cell took the width that its atoms required. The formula for D̃ was not used in this evolution. Both intrinsic diffusivities were multiplied by exp[8(x_A − 0.25)], a chosen composition dependence that leaves them at 4.5 and 2.5 units where x_A = 0.25.

After 24 h the plane x_A = 0.25 lies 180 µm to the left of the original interface. The gradient there is −0.2549 per mm and the lattice velocity is −0.0510 nm/s, directed into the brass. In centimetres,

Δ = (−5.10 × 10⁻⁹ cm/s)/(−2.549 cm⁻¹) = 2.00 × 10⁻⁹ cm²/s.

The Boltzmann-Matano formula applied to the same profile gives D̃ = 3.999 units. The two relations for D_A and D_B then return 4.499 and 2.499 units, which are the values put in, to within 0.001 unit.

The same numbers show the change of frame at work. Divide every flux by c, so that it becomes a velocity. Relative to the lattice,

zinc: 4.5 × 10⁻⁹ × 2.549 cm/s = 0.1147 nm/s to the right,
copper: 2.5 × 10⁻⁹ × 2.549 cm/s = 0.0637 nm/s to the left.

The excess of 0.0510 nm/s to the right is balanced by the lattice moving left at that speed. The motion takes a quarter of 0.0510 nm/s from the zinc flux and adds three quarters of it to the copper flux:

zinc: 0.1147 − 0.25 × 0.0510 = 0.102 nm/s to the right,
copper: 0.0637 + 0.75 × 0.0510 = 0.102 nm/s to the left.

Both equal D̃ times the gradient, 4 × 10⁻⁹ × 2.549 cm/s. Copper is the majority species, so the drift changes its flux more. That is why the correction to D_B, 0.75 Δ, is three times the correction to D_A.

**Use one composition throughout**

Suppose there is only a single set of markers, placed at the original interface. The lattice velocity has the form F(η)/√t, because the gradient scales as 1/√t at fixed η. A marker starting at y = 0 can then follow y_K = η_K √t. Its velocity is η_K/(2√t) = y_K/(2t), which gives

v = y_K/(2t).

In the calculated couple this marker has moved 11.2 µm into the brass after 24 h, so its speed is 11.2 µm/(2 × 86 400 s) ≈ 0.065 nm/s. The ratio of its shift to 2vt, with v read from the calculated motion, is 0.9997.

The marker sits where x_A = 0.186, however, not 0.25. With the chosen composition dependence the difference there is

Δ(0.186) = 2 exp[8(0.186 − 0.25)] ≈ 1.2 units.

Combining this with D̃ = 4 units from the plane x_A = 0.25 would give D_B = 4 − 0.75 × 1.2 = 3.1 units, 24% above the correct 2.5. The exercise avoids this trap by giving both inputs at the same composition. An experiment needs either several markers or a value of D̃ taken at the marker's own composition.

**Atoms of different size**

Let the partial atomic volumes V_A and V_B be unequal but constant. Then V_A c_A + V_B c_B = 1, and the volume fractions are φ_A = V_A c_A and φ_B = V_B c_B = 1 − φ_A. The total number of atoms between the fixed end and a laboratory plane may now change, but their total volume may not. The balance becomes

V_A J_A + V_B J_B + (V_A c_A + V_B c_B) v = 0,

and the last bracket is 1. Since ∂φ_B/∂y = −∂φ_A/∂y,

v = D_A ∂φ_A/∂y + D_B ∂φ_B/∂y = (D_A − D_B) ∂φ_A/∂y.

The laboratory flux of A, multiplied by V_A, is

V_A J_A(lab) = −D_A ∂φ_A/∂y + φ_A (D_A − D_B) ∂φ_A/∂y
 = −(φ_B D_A + φ_A D_B) ∂φ_A/∂y.

So the earlier results hold with volume fractions in place of atomic fractions:

D̃ = φ_B D_A + φ_A D_B, D_B = D̃ − φ_B Δ, D_A = D̃ + φ_A Δ.

For zinc in copper take r = V_A/V_B = 1.2 as a rough value. Then

φ_A = r x_A/(r x_A + 1 − x_A) = 0.30/1.05 = 0.2857.

If D̃ = 4 and the true intrinsic difference of 2 units are both held fixed, the answers become

D_B = 4 − 0.7143 × 2 = 2.571 units,
D_A = 4 + 0.2857 × 2 = 4.571 units.

Suppose instead that the 2 units came from dividing the marker velocity by the gradient of atomic fraction. The correct divisor is the gradient of φ_A, which is larger by the factor

dφ_A/dx_A = r/(r x_A + 1 − x_A)² = 1.2/1.05² = 1.088.

The true difference is then 2/1.088 ≈ 1.84 units. With D̃ still held at 4, this gives D_A ≈ 4.53 and D_B ≈ 2.69 units. Relative to the equal-volume answers, D_A rises by less than 1% and D_B by about 7.5%.

Repeating the numerical couple with r = 1.2 and the original pair 4.5 and 2.5 gives D̃ = 3.928 units from the profile of φ_A. The volume-fraction formula gives 3.929 and the atomic-fraction formula 4.

**How far to trust the numbers in a real couple**

The values are meant for zinc-copper alpha-brass near 1050 K, where zinc is the faster species and diffusivities of a few 10⁻⁹ cm²/s are a rough typical magnitude. The composition dependence in the calculation was chosen for illustration, and real zinc and copper need not share it. Of the assumptions whose effect I have sized, equal atomic volume is the one brass clearly breaks, with the shift of about 7.5% in D_B found above for marker data divided by the gradient of atomic fraction and D̃ held at 4. If D̃ is also taken from the profile of atomic fraction, it is in general affected too, so this percentage does not describe the total error.

Vacancy equilibrium can be estimated too. Where the lattice velocity varies, sites are created or removed at a rate |∂v/∂y| per site. Dislocations of density ρ can emit or absorb vacancies at a rate of order ρ D̄ s per site. Here s is the relative departure of the vacancy concentration from equilibrium, and D̄ = x_A D_A + x_B D_B stands for the vacancy diffusivity times the equilibrium vacancy fraction. Equating the rates gives

s ~ |∂v/∂y|/(ρ D̄).

For a rough density of 10⁷ cm⁻², the largest value in the calculated couple at 24 h is about 7 × 10⁻⁵. This is an order of magnitude, since geometric, correlation and thermodynamic factors are left out. Because ∂v/∂y scales as 1/t at fixed η, the estimate is 1440 times larger after one minute, about 0.1, so the assumption is poor at the very start of an anneal. These figures belong to the chosen composition dependence. The largest value occurs on the copper-rich side, near x_A = 0.035, and in nearly pure copper at this temperature the real diffusivities are roughly five to ten or more times smaller than the ones chosen here. In a real brass-copper couple the departure can therefore be more than ten times larger, and the poor initial period correspondingly longer.

A small average departure does not exclude pores. If some vacancies collect in pores instead of being removed at dislocations, the brass side shrinks too little, and the markers move less than the formula for v requires when their positions are measured from the brass end. Measured from the copper end, the motion does not show this shortfall, because the pores lengthen the specimen, but a plane with pores between it and the copper end moves too far; a disagreement between the two ends is therefore a warning. If the brass end is used, the error passes straight into the answer: with D̃ held fixed, a Δ that is 0.2 unit too small makes D_B too large by 0.75 × 0.2 = 0.15 unit and D_A too small by 0.25 × 0.2 = 0.05 unit.

For independent random errors σ(D̃) and σ(Δ), the two linear relations give

σ(D_A)² = σ(D̃)² + x_A² σ(Δ)²,
σ(D_B)² = σ(D̃)² + x_B² σ(Δ)².

If each input is uncertain by 0.2 unit, then σ(D_A) = 0.21 and σ(D_B) = 0.25 unit. Relative to the values themselves, that is about 5% for zinc and 10% for copper. Errors are not independent when both inputs are obtained with the same measured gradient: an error in that gradient changes D̃, Δ and both answers by the same percentage.

Temperature matters as much. For a rough activation energy E = 1.8 eV, a furnace at 1055 K instead of 1050 K changes a diffusivity by

exp[(E/k)(1/1050 K − 1/1055 K)] − 1 ≈ 9.9%,

where k is Boltzmann's constant. If both species have this activation energy, their ratio of 1.8 is unaffected, but neither absolute value deserves a third digit.
